# Mobility of a Two-Dimensional Electron Gas Limited by Charged Dislocations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a charged line to the momentum relaxation rate

Q: You want the mobility of electrons in a thin sheet crossed by charged dislocations. Before any formula, what is the model?

A: The sheet lies at $z=0$ in a medium of uniform dielectric constant $K$. It holds $n$ electrons per area, of effective mass $m$, in one band with two spin states and at zero temperature. The dislocations are straight lines along $z$, $N$ of them per area, at random and uncorrelated places. Each carries $\lambda$ electron charges per length, of the same sign as the electrons, so it repels them. All other scattering is left out, as is the thickness of the sheet.

I use atomic units, in which $\hbar$, the elementary charge, the free-electron mass and $4\pi\varepsilon_0$ equal one. In these units two electrons at distance $R$ in the medium have the potential energy $1/(KR)$.

Q: A charged line has a logarithmic potential, which grows without bound at large distance. How do you scatter from that?

A: By working with its Fourier components. Let $V(\mathbf r)$ be the potential energy of an electron at the in-plane position $\mathbf r$ from the line, and

$$V(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\,V(\mathbf r).$$

A straight infinite line gives a potential that does not depend on $z$, so Poisson's equation is two-dimensional:

$$\nabla^2V_{\rm bare}=-\frac{4\pi}{K}\lambda\,\delta^2(\mathbf r).$$

Its Fourier transform is $-q^2V_{\rm bare}(q)=-4\pi\lambda/K$, hence

$$V_{\rm bare}(q)=\frac{4\pi\lambda}{Kq^2}.$$

The logarithm appears as the strong growth at small $q$. The electrons of the sheet will weaken it.

Q: Real dislocations end somewhere. Does the infinite line matter?

A: It matters at small $q$. A point charge at height $z$ contributes $(2\pi/Kq)e^{-q|z|}$ at the sheet. For a line reaching a distance $\ell$ on either side,

$$\int_{-\ell}^{\ell}dz\,\lambda\frac{2\pi}{Kq}e^{-q|z|}
=\frac{4\pi\lambda}{Kq^2}\left(1-e^{-q\ell}\right).$$

The infinite line is therefore a good model for $q\ell\gg1$. I assume that the transfers that govern the mobility satisfy this. A nearby free surface would also change the dielectric surroundings, and that too is left out.

Q: How do the electrons respond? A Thomas-Fermi estimate is meant for slowly varying potentials, yet scattering through large angles needs $q$ up to twice the Fermi wave number.

A: In two dimensions the estimate holds over that whole range, within linear mean-field response. Let $k_F$ be the Fermi wave number. Two spin states and a filled disk give

$$n=\frac{2\,\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad k_F=\sqrt{2\pi n}.$$

Apply a weak static potential with components $V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ and its complex conjugate. With $\varepsilon_{\mathbf k}=k^2/2m$, first-order perturbation theory mixes the plane wave $\mathbf k$ with $\mathbf k\pm\mathbf q$. The change of its density at wave vector $\mathbf q$ is

$$V_{\mathbf q}\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}
+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

Sum over the occupied states and both spins. The two terms contribute equally, because $\mathbf k\to-\mathbf k$ exchanges them. Writing the density change as $\delta n=-\chi V$,

$$\chi(q)=4\,\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,
\frac1{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}.$$

The principal value $\mathrm P$ is allowed because transitions between two occupied states cancel in pairs. Choose $x$ along $\mathbf q$. Then

$$\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}
=\frac{2k_xq+q^2}{2m}=\frac qm\left(k_x+\frac q2\right).$$

The integral over $k_y$ gives the width $2\sqrt{k_F^2-k_x^2}$ of the disk. With $b=q/2$,

$$\chi=\frac{2m}{\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}dx\,
\frac{\sqrt{k_F^2-x^2}}{x+b}.$$

Q: That integral has a pole inside its range when $q<2k_F$. Show me its value.

A: Multiply and divide by the root, and split the numerator as $k_F^2-x^2=(k_F^2-b^2)+(b-x)(b+x)$:

$$\mathrm P\!\!\int\frac{\sqrt{k_F^2-x^2}}{x+b}dx
=(k_F^2-b^2)\,\mathrm P\!\!\int\frac{dx}{(x+b)\sqrt{k_F^2-x^2}}
+\int\frac{b-x}{\sqrt{k_F^2-x^2}}dx.$$

The last integral is $\pi b$, since its odd part vanishes. For the other one set $x=k_F\cos\varphi$, $\beta=b/k_F<1$ and $t=\tan(\varphi/2)$. Up to the factor $1/k_F$ it becomes

$$\mathrm P\!\!\int_0^\infty\frac{2\,dt}{(1+\beta)-(1-\beta)t^2}
=\frac2{1-\beta}\,\mathrm P\!\!\int_0^\infty\frac{dt}{s^2-t^2},
\qquad s^2=\frac{1+\beta}{1-\beta}.$$

An antiderivative of $1/(s^2-t^2)$ is $(1/2s)\ln|(s+t)/(s-t)|$. It vanishes at $t=0$ and at infinity, and the values at the two edges of a small symmetric gap around $t=s$ cancel as the gap closes. This integral is zero. Thus

$$\chi=\frac{2m}{\pi^2q}\,\pi\frac q2=\frac m\pi,\qquad q<2k_F,$$

and by continuity at $q=2k_F$. This is the density of states per area, the Thomas-Fermi value. A direct numerical principal-value integral was tested against it at three wave numbers below $2k_F$.

Q: Then I divide the bare potential by the usual three-dimensional factor $1+q_s^2/q^2$?

A: No. The line charge is spread through space, while the charge that screens it is confined to the sheet. For each $q$ the potential energy $V(q,z)$ obeys

$$\left(\frac{\partial^2}{\partial z^2}-q^2\right)V(q,z)
=-\frac{4\pi}K\left[\lambda+\delta n(q)\,\delta(z)\right],
\qquad \delta n(q)=-\frac m\pi V(q,0).$$

The induced density follows the total potential, not the bare one. Away from the sheet the solution that stays finite is

$$V(q,z)=\frac{4\pi\lambda}{Kq^2}+Be^{-q|z|}.$$

Integrating across $z=0$ fixes the jump of the slope:

$$-2qB=-\frac{4\pi}K\,\delta n\quad\Rightarrow\quad
B=\frac{2\pi}{Kq}\,\delta n=-\frac{2m}{Kq}\,V(q,0).$$

Define the screening wave number $q_s=2m/K$. At $z=0$,

$$V(q,0)\left(1+\frac{q_s}q\right)=\frac{4\pi\lambda}{Kq^2},$$

and therefore

$$V(q)=\frac{4\pi\lambda}{Kq(q+q_s)}.$$

A finite-difference solution of this Poisson problem, with the sheet charge included, was tested against the result at two wave numbers.

Q: It still diverges as $1/q$ when $q\to0$. Is the line screened at all?

A: It is screened incompletely. Its potential in the plane falls as $1/r$, where the bare one was logarithmic. To see this, transform back. The integral runs over all $q$, while the response $m/\pi$ was derived only up to $2k_F$. Beyond $2k_F$ the true response is smaller, but I keep the constant value there as a model. The Born rate below is unaffected, because it uses only $q\le2k_F$. What changes is the detail of $V(r)$: its short-range form, and the decaying oscillations that the true response would add to the tail. The angular integral gives the Bessel function $J_0$:

$$V(r)=\frac1{2\pi}\int_0^\infty q\,dq\,J_0(qr)V(q)
=\frac{2\lambda}K\int_0^\infty dq\,\frac{J_0(qr)}{q+q_s}.$$

Write $1/(q+q_s)=\int_0^\infty dt\,e^{-(q+q_s)t}$. I also need the Laplace transform of $J_0$. With $J_0(qr)$ as the angular mean of $e^{iqr\cos\varphi}$, the integral over $q$ gives the mean of $1/(t-ir\cos\varphi)$. The imaginary part averages to zero, and with $w=\tan\varphi$

$$\frac1{2\pi}\int_0^{2\pi}\frac{t\,d\varphi}{t^2+r^2\cos^2\varphi}
=\frac{2}{\pi}\int_0^\infty\frac{t\,dw}{t^2+r^2+t^2w^2}
=\frac1{\sqrt{r^2+t^2}}.$$

So

$$V(r)=\frac{2\lambda}K\int_0^\infty dt\,
\frac{e^{-q_st}}{\sqrt{r^2+t^2}}.$$

For $q_sr\gg1$ the exponential keeps $t\ll r$, the root becomes $r$, and

$$V(r)\simeq\frac{2\lambda}{Kq_sr}=\frac{\lambda}{mr}.$$

The dielectric constant has dropped out of the tail. A larger $K$ weakens the line, but it weakens the screening by the same factor.

Q: A $1/r$ tail scatters at arbitrarily large distance. Will the scattering rate be finite?

A: The rate that matters for the mobility will be. I first have to show which rate that is. Let a force $\mathbf F$ act on each electron, let $\mathbf v=\mathbf k/m$, and let $W_{\mathbf k\mathbf k'}$ be the elastic scattering rate. The steady linearized Boltzmann equation is

$$\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k'}-\delta f_{\mathbf k}).$$

Try $\delta f_{\mathbf k}=-(\partial f_0/\partial E)\,\tau\,\mathbf F\cdot\mathbf v$. Elastic scattering keeps the speed. In the sum over angles the part of $\mathbf v'$ across $\mathbf v$ cancels, and $\mathbf v\cos\theta$ remains. The right side is then

$$\frac{\partial f_0}{\partial E}\,\tau\,\mathbf F\cdot\mathbf v
\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta),$$

so the trial form solves the equation if

$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta).$$

The particle current is the density of states times the angular average of $\mathbf v\,(\mathbf v\cdot\mathbf F)\tau$ at the Fermi energy:

$$\frac m\pi\,\frac{k_F^2}{2m^2}\,\tau\mathbf F
=\frac{k_F^2}{2\pi m}\,\tau\mathbf F=\frac nm\,\tau\mathbf F.$$

The drift velocity is $\tau\mathbf F/m$, and the mobility is $\mu=\tau/m$ in atomic units.

Q: There are many lines, and their waves interfere. Why may I add rates?

A: Because their places are uncorrelated. In a sheet of area $A$ the matrix element is $V(q)A^{-1}\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. For $\mathbf q\neq0$ the cross terms average to zero, and the $NA$ diagonal terms leave $N|V(q)|^2/A$. Repeated scattering from different lines is neglected. The golden rule gives

$$W_{\mathbf k\mathbf k'}=2\pi\,\frac NA\,|V(q)|^2\,\delta(E-E').$$

Replace the sum over $\mathbf k'$ by $A\int d^2k'/(2\pi)^2$ and use $k'dk'=m\,dE'$:

$$\frac1\tau=\frac{Nm}{2\pi}\int_0^{2\pi}d\theta\,|V(q)|^2(1-\cos\theta)
=\frac{Nm}\pi\int_0^\pi d\theta\,|V(q)|^2(1-\cos\theta).$$

For elastic scattering $q=2k_F\sin(\theta/2)$. Set $u=\sin(\theta/2)$, so that

$$q=2k_Fu,\qquad 1-\cos\theta=2u^2,\qquad
d\theta=\frac{2\,du}{\sqrt{1-u^2}}.$$

With $a=q_s/(2k_F)$ the potential becomes

$$V=\frac{4\pi\lambda}{K(2k_F)^2u(u+a)}
=\frac{\pi\lambda}{Kk_F^2\,u(u+a)}.$$

Insert these. The factors $2u^2$ and $2$ combine to $4u^2$, and the $u^2$ cancels:

$$\frac1\tau=\frac{4\pi Nm\lambda^2}{K^2k_F^4}\,I(a),\qquad
I(a)=\int_0^1\frac{du}{(u+a)^2\sqrt{1-u^2}}.$$

For $a>0$ this is finite. Without the weight $1-\cos\theta$ the integrand would keep a factor $1/u^2$, and the total Born rate of infinite lines would diverge at small angles. These many small deflections hardly change the current.

## Second half: density dependence, numbers and the limits of Born

The symbols carried over are $n$ and $N$ for electrons and lines per area, $m$ for the mass, $K$ for the dielectric constant and $\lambda$ for the electron charges per length of line. Further, $k_F=\sqrt{2\pi n}$, $q_s=2m/K$ and $a=q_s/(2k_F)=m/(Kk_F)$. The screened potential has the tail $\lambda/(mr)$. In atomic units $\mu=\tau/m$, with

$$\frac1\tau=\frac{4\pi Nm\lambda^2}{K^2k_F^4}I(a),\qquad
I(a)=\int_0^1\frac{du}{(u+a)^2\sqrt{1-u^2}}.$$

Q: I expect a mobility near $n^{3/2}/N$ when screening is strong. Does your rate give that?

A: It gives that power, but in the opposite regime. Insert $k_F^4=4\pi^2n^2$ into $\mu=\tau/m$:

$$\mu=\frac{K^2k_F^4}{4\pi m^2\lambda^2N\,I(a)}
=\frac{\pi K^2n^2}{m^2\lambda^2N\,I(a)}.$$

The measure of screening is $a$. Since $q_s$ does not depend on density, $a$ falls as $n^{-1/2}$. Adding electrons raises the momentum transfers and leaves the screening wave number alone.

For weak screening, $a\ll1$, the integral comes mainly from $u$ of order $a$. There the root is one and the upper limit may be moved to infinity, so $I\simeq\int_0^\infty du/(u+a)^2=1/a$. Then

$$\mu\simeq\frac{\pi K^2n^2}{m^2\lambda^2N}\,\frac{m}{K\sqrt{2\pi n}}
=\sqrt{\frac\pi2}\,\frac{K\,n^{3/2}}{m\lambda^2N}.$$

For strong screening, $a\gg1$, $u$ can be dropped beside $a$. The rest is $\int_0^1du/\sqrt{1-u^2}=\pi/2$, so $I\simeq\pi/(2a^2)$ and

$$\mu\simeq\frac{2K^2n^2a^2}{m^2\lambda^2N}
=\frac{2K^2n^2}{m^2\lambda^2N}\,\frac{m^2}{2\pi nK^2}
=\frac n{\pi\lambda^2N}.$$

Strong screening thus gives the first power of $n$ within this model. Note that $a$ is also the ratio of the Coulomb energy $k_F/K$ of two electrons at distance $1/k_F$ to $k_F^2/m$, twice the Fermi energy, so for $a\gg1$ the mean-field response behind the screening is no longer a controlled approximation. In that limit $V(q)\simeq4\pi\lambda/(Kqq_s)=2\pi\lambda/(mq)$, so $K$ is gone. The mass drops out of the mobility as well: $V$ contains $1/m$, $1/\tau$ contains $m|V|^2\propto1/m$, and $\mu=\tau/m$. Both laws, and the independence of mass and dielectric constant in the second, were tested by angular quadrature of the golden rule.

In Born approximation with linear screening, the mobility of the thin sheet grows as $n^{3/2}$ when screening is weak and as $n$ when it is strong. What remains is the range between these limits, a numerical example, and a test of how far the Born approximation and linear screening can be trusted.
